# Can an interface peak in a SIMS profile come from uniform boron?: test program

```python
"""
Result under test: a dopant of UNIFORM density c across an oxide-silicon
interface gives a secondary-ion peak when the ionisation probability P is
locally enhanced. With a silicon calibration the apparent density is c*P/P_si.

Symbols (depth in nm, time in s, density in cm^-3, dose in cm^-2):
  s(z) = 1/(1+exp(-(z-z_i)/L))   matrix changeover, 0 in oxide, 1 in silicon
  P    = P_ox*(1-s) + P_si*s + 4*H*s*(1-s)   ionisation probability
  D    = P_ox - P_si;  a peak exists if and only if 4*H > |D|
  w    = thickness of the ion-mixed surface zone
  e    = dopant emitted per eroded volume (neutrals and ions together)
  r    = removal rate of dopant relative to the matrix (1 = not preferential)
All model parameters are round chosen values.
"""
import numpy as np
from scipy.constants import N_A
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.special import expit

NM = 1e-7                       # cm per nm
c0 = 1e18                       # uniform boron density, cm^-3
z_i, L, w = 30.0, 1.5, 2.0      # nm
P_ox, P_si, H = 0.02, 0.01, 0.03
v_ox, v_si = 0.08, 0.10         # erosion speeds, nm/s
area, trans = 1e-4, 0.1         # gated area in cm^2, transmission
depth = 80.0                    # simulated depth, nm


def step(z, length=L):
    return expit((z - z_i) / length)


def prob(z, height=H, p_ox=P_ox, p_si=P_si, length=L):
    s = step(z, length)
    return p_ox * (1 - s) + p_si * s + 4 * height * s * (1 - s)


def prob_slope(z, length=L):
    s = step(z, length)
    return (4 * H * (1 - 2 * s) - (P_ox - P_si)) * s * (1 - s) / length


def speed(z):
    return v_ox + (v_si - v_ox) * step(z)


def has_peak(y):
    return y.max() > max(y[0], y[-1]) * (1 + 1e-6)


dz = 0.005
z = (np.arange(round(depth / dz)) + 0.5) * dz
n_mix = round(w / dz)
z_surf = z[:-n_mix]


def emitted(density, r=None):
    """Layer-by-layer ledger of the dopant held in the mixed zone."""
    if r is None:
        r = np.ones(len(density))
    held = density[:n_mix].sum() * dz / r[0]
    out = np.empty(len(density) - n_mix)
    for k in range(len(out)):
        out[k] = r[k] * held / w
        held += (density[k + n_mix] - out[k]) * dz
    return out


# --- peak height, position, width and area against a fine grid -------------
D = P_ox - P_si
s_peak = (4 * H - D) / (8 * H)
P_peak = P_ox + (4 * H - D)**2 / (16 * H)
z_peak = z_i + L * np.log(s_peak / (1 - s_peak))
P_grid = prob(z)
assert abs(P_grid.max() / P_peak - 1) < 1e-5
assert abs(z[P_grid.argmax()] - z_peak) < 2 * dz
bump = P_grid - prob(z, height=0.0)
fwhm = 2 * L * np.log((1 + np.sqrt(0.5)) / (1 - np.sqrt(0.5)))
assert abs(np.sum(bump > 0.5 * bump.max()) * dz - fwhm) < 3 * dz
false_dose = c0 * 4 * H * L / P_si * NM
assert abs(c0 * trapezoid(bump, z) / P_si * NM / false_dose - 1) < 1e-5

# --- threshold for a peak, for both signs of the matrix step ---------------
H_min = abs(D) / 4
for a, b in ((P_ox, P_si), (P_si, P_ox)):
    assert not has_peak(prob(z, 0.8 * H_min, a, b))
    assert has_peak(prob(z, 1.2 * H_min, a, b))

# --- Monte Carlo: atoms placed uniformly, mixed, emitted, perhaps ionised --
rng = np.random.default_rng(7)
n_atoms, span = 4_000_000, 70.0
start = rng.uniform(0, span, n_atoms)
leave = np.maximum(start - w, 0) + rng.exponential(w, n_atoms)
draw = rng.random(n_atoms)
edges = np.arange(0, 61.0)
all_atoms = np.histogram(leave, edges)[0]
ions = np.histogram(leave[draw < prob(leave)], edges)[0]
ions_off = np.histogram(leave[draw < prob(leave, height=0.0)], edges)[0]
per_nm = n_atoms / span
expected = np.array([per_nm * quad(prob, a, a + 1)[0] for a in edges[:-1]])
chi2_all = np.sum((all_atoms - per_nm)**2) / per_nm
chi2_ions = np.sum((ions - expected)**2 / expected)
assert chi2_all < 120 and chi2_ions < 120      # 60 bins, about 5 sigma
plateau = per_nm * P_ox
assert ions.max() > plateau + 20 * np.sqrt(plateau)
assert ions_off.max() < plateau + 5 * np.sqrt(plateau)

# --- erosion in time: total counts must not depend on erosion speed --------
times = np.linspace(0, 850, 85001)
sol = solve_ivp(lambda t, y: speed(y), (0, 850), [0.0], t_eval=times,
                rtol=1e-9, atol=1e-9, max_step=5)
z_t = sol.y[0]
rate = area * trans * speed(z_t) * NM * c0 * prob(z_t)
counts = trapezoid(rate, times)
counts_depth = area * trans * c0 * NM * (
    P_ox * z_i + P_si * (z_t[-1] - z_i) + 4 * H * L)
assert abs(counts / counts_depth - 1) < 1e-5

# --- a different sample, with constant P, that gives the same signal -------
apparent = c0 * prob(z_surf) / P_si
z_back = z - w
alt = c0 * (prob(z_back) + w * prob_slope(z_back)) / P_si
assert alt.min() > 0
mismatch = np.max(np.abs(emitted(alt) / apparent - 1))
assert mismatch < 5e-3                         # first-order layer error
decay = 1 / np.max(-prob_slope(z) / prob(z))
L_sharp = 0.5
sharp = prob(z, length=L_sharp) + w * prob_slope(z, L_sharp)
decay_sharp = 1 / np.max(-prob_slope(z, L_sharp) / prob(z, length=L_sharp))
assert decay > w and decay_sharp < w and sharp.min() < 0

# --- sample with a real pile-up, read naively and against a reference ------
true_dose, sigma = 5e11, 0.5
pile = true_dose / NM * np.exp(-0.5 * ((z - z_i) / sigma)**2) / (
    sigma * np.sqrt(2 * np.pi))
P_s = prob(z_surf)
signal_test = emitted(c0 + pile) * P_s
signal_ref = emitted(np.full(len(z), c0)) * P_s
recovered = c0 * signal_test / signal_ref
dose_ref = np.sum(recovered - c0) * dz * NM
naive = (signal_test - c0 * prob(z_surf, height=0.0)) / P_si
dose_naive = np.sum(naive) * dz * NM
assert abs(dose_ref / true_dose - 1) < 1e-6
assert dose_naive > 2 * true_dose
shift = 0.5
misreg = np.max(np.abs(prob(z + shift) / prob(z) - 1))

# --- neglected: preferential removal that changes at the interface ---------
r_ox, r_si = 1.0, 1.2
e_pref = emitted(np.full(len(z), c0), r_ox + (r_si - r_ox) * step(z))
dose_pref = c0 * w * NM * (1 / r_ox - 1 / r_si)
assert abs(np.sum(e_pref - c0) * dz * NM / dose_pref - 1) < 1e-5

# --- neglected: oxide charging, bounded by the breakdown field -------------
field, window, binding = 10.0, 50.0, 5.0       # MV/cm, eV, eV


def accepted(x):
    return (x / (x + binding))**2


direct = quad(lambda E: 2 * binding * E / (E + binding)**3, 0, window)[0]
assert abs(direct - accepted(window)) < 1e-8
volts = field * 0.1 * np.maximum(z_i - z, 0)   # 10 MV/cm is 1 V/nm
charge = accepted(window - volts) / accepted(window)
charged = P_grid * charge
charge_only = prob(z, height=0.0) * charge
assert has_peak(charge_only)
assert charge_only.max() < 0.6 * charged.max()

# --- neglected: counting noise and finite dilution -------------------------
rate_ox = area * trans * v_ox * NM * c0 * P_ox
rate_si = area * trans * v_si * NM * c0 * P_si
noise = 1 / np.sqrt(rate_si * 0.5 / v_si)
n_si = 2.33 * N_A / 28.085                     # rough density 2.33 g/cm^3

print(f"boron density, uniform          {c0:.2e} cm^-3")
print(f"oxide thickness                 {z_i:.1f} nm")
print(f"changeover length L             {L:.1f} nm")
print(f"mixed-zone thickness w          {w:.1f} nm")
print(f"P in oxide, in silicon          {P_ox:.3f}, {P_si:.3f}")
print(f"enhancement height H            {H:.3f}")
print(f"smallest H that gives a peak    {H_min:.4f}")
print(f"enhancement width (FWHM)        {fwhm:.2f} nm")
print(f"erosion speed oxide, silicon    {v_ox:.2f}, {v_si:.2f} nm/s")
print(f"gated area, transmission        {area:.1e} cm^2, {trans:.2f}")
print(f"s at peak                       {s_peak:.4f}")
print(f"P at peak                       {P_peak:.5f}")
print(f"peak depth                      {z_peak:.2f} nm")
print(f"apparent density in oxide       {c0*P_ox/P_si:.2e} cm^-3")
print(f"apparent density at peak        {c0*P_peak/P_si:.3e} cm^-3")
print(f"peak over oxide plateau         {P_peak/P_ox:.3f}")
print(f"false pile-up dose              {false_dose:.3e} cm^-2")
print(f"count rate oxide, silicon       {rate_ox:.0f}, {rate_si:.0f} 1/s")
print(f"count rate at its maximum       {rate.max():.0f} 1/s")
print(f"depth of count-rate maximum     {z_t[rate.argmax()]:.2f} nm")
print(f"total counts, time integral     {counts:.5e}")
print(f"total counts, depth formula     {counts_depth:.5e}")
print(f"Monte Carlo atoms, bin width    {n_atoms}, 1 nm")
print(f"chi2 flat emission, 60 bins     {chi2_all:.1f}")
print(f"chi2 ion profile, 60 bins       {chi2_ions:.1f}")
print(f"expected ions/bin in oxide      {plateau:.0f}")
print(f"largest ion bin, H on           {ions.max()}")
print(f"largest ion bin, H off          {ions_off.max()}")
print(f"alternative sample: maximum     {alt.max():.3e} cm^-3")
print(f"alternative sample: max depth   {z[alt.argmax()]:.2f} nm")
print(f"alternative sample: minimum     {alt.min():.3e} cm^-3")
print(f"largest signal mismatch         {100*mismatch:.3f} %")
print(f"shortest local decay length     {decay:.2f} nm")
print(f"same for L = {L_sharp:.1f} nm             {decay_sharp:.2f} nm")
print(f"real pile-up: true dose         {true_dose:.3e} cm^-2")
print(f"real pile-up: Gaussian sigma    {sigma:.2f} nm")
print(f"real pile-up: naive dose        {dose_naive:.3e} cm^-2")
print(f"real pile-up: referenced dose   {dose_ref:.3e} cm^-2")
print(f"real pile-up: referenced max    {recovered.max():.3e} cm^-3")
print(f"reference misregistration       {shift:.1f} nm")
print(f"largest error it causes         {100*misreg:.1f} %")
print(f"relative removal oxide, Si      {r_ox:.1f}, {r_si:.1f}")
print(f"preferential: emission maximum  {e_pref.max()/c0:.3f} times c")
print(f"preferential: transient dose    {dose_pref:.2e} cm^-2")
print(f"charging: field bound           {field:.0f} MV/cm")
print(f"charging: window, binding       {window:.0f}, {binding:.0f} eV")
print(f"charging: largest potential     {volts.max():.1f} V")
print(f"charging: signal kept at top    {100*charge[0]:.1f} %")
print(f"charging: change of main peak   "
      f"{100*(charged.max()/P_grid.max()-1):.2f} %")
print(f"charging, H=0: max over top     "
      f"{charge_only.max()/charge_only[0]:.3f}")
print(f"charging, H=0: depth of max     {z[charge_only.argmax()]:.2f} nm")
print(f"noise per 0.5 nm in silicon     {100*noise:.2f} %")
print(f"boron atomic fraction in Si     {c0/n_si:.1e}")
print("finished without a failed check")
```

It prints:

```
boron density, uniform          1.00e+18 cm^-3
oxide thickness                 30.0 nm
changeover length L             1.5 nm
mixed-zone thickness w          2.0 nm
P in oxide, in silicon          0.020, 0.010
enhancement height H            0.030
smallest H that gives a peak    0.0025
enhancement width (FWHM)        5.29 nm
erosion speed oxide, silicon    0.08, 0.10 nm/s
gated area, transmission        1.0e-04 cm^2, 0.10
s at peak                       0.4583
P at peak                       0.04521
peak depth                      29.75 nm
apparent density in oxide       2.00e+18 cm^-3
apparent density at peak        4.521e+18 cm^-3
peak over oxide plateau         2.260
false pile-up dose              1.800e+12 cm^-2
count rate oxide, silicon       1600, 1000 1/s
count rate at its maximum       4050 1/s
depth of count-rate maximum     30.00 nm
total counts, time integral     1.25584e+06
total counts, depth formula     1.25584e+06
Monte Carlo atoms, bin width    4000000, 1 nm
chi2 flat emission, 60 bins     62.9
chi2 ion profile, 60 bins       55.4
expected ions/bin in oxide      1143
largest ion bin, H on           2582
largest ion bin, H off          1230
alternative sample: maximum     5.291e+18 cm^-3
alternative sample: max depth   30.62 nm
alternative sample: minimum     8.672e+17 cm^-3
largest signal mismatch         0.048 %
shortest local decay length     3.34 nm
same for L = 0.5 nm             1.11 nm
real pile-up: true dose         5.000e+11 cm^-2
real pile-up: Gaussian sigma    0.50 nm
real pile-up: naive dose        3.730e+12 cm^-2
real pile-up: referenced dose   5.000e+11 cm^-2
real pile-up: referenced max    2.592e+18 cm^-3
reference misregistration       0.5 nm
largest error it causes         13.9 %
relative removal oxide, Si      1.0, 1.2
preferential: emission maximum  1.048 times c
preferential: transient dose    3.33e+10 cm^-2
charging: field bound           10 MV/cm
charging: window, binding       50, 5 eV
charging: largest potential     30.0 V
charging: signal kept at top    77.4 %
charging: change of main peak   -0.09 %
charging, H=0: max over top     1.249
charging, H=0: depth of max     23.64 nm
noise per 0.5 nm in silicon     1.41 %
boron atomic fraction in Si     2.0e-05
finished without a failed check
```
